# Thermal runaway in passive networks with linear power feedback

## The decision

Before simulating a circuit whose heat output rises with temperature, one must decide whether its thermal stability calls for a transient calculation or for a single steady solve. For one heated node whose power is linear in its own temperature, the steady solve is enough. Find the node's steady temperature rise per watt, all the way to ambient, and multiply it by the feedback slope. A product above one means exponential runaway, and a product below one means a stable steady state. Heat capacities are needed for how fast things happen, not for which of the two happens.

## Network and conventions

Let $\theta_i$ be the temperature rise of node $i$ above a fixed ambient, and let $C_i>0$ be its heat capacity. Nodes $i$ and $j$ are joined by a conductance $K_{ij}=K_{ji}\ge0$, and node $i$ is joined to ambient by $K_{i0}\ge0$. Every node has some path of positive conductances to ambient. Node $k$ receives the power $P_0+g\theta_k$, where $P_0$ is its power at ambient temperature and $g$, in W/K, is the feedback slope. The energy balance of node $i$ is

$$C_i\dot\theta_i=-\sum_{j\ne i}K_{ij}(\theta_i-\theta_j)-K_{i0}\theta_i+\delta_{ik}(P_0+g\theta_k).$$

With $C$ the diagonal matrix of heat capacities and $e$ the unit column for node $k$, this reads

$$C\dot\theta=-G\theta+(P_0+g\theta_k)e=-M\theta+P_0e,\qquad M=G-g\,ee^T.$$

The matrix $G$ has $G_{ij}=-K_{ij}$ off the diagonal and $G_{ii}=K_{i0}+\sum_{j\ne i}K_{ij}$ on it. In $\theta^TG\theta$ each branch between nodes contributes $K_{ij}(\theta_i^2+\theta_j^2-2\theta_i\theta_j)$, so

$$\theta^TG\theta=\sum_{i<j}K_{ij}(\theta_i-\theta_j)^2+\sum_iK_{i0}\theta_i^2\ge0.$$

The sum vanishes only if temperatures are equal along every branch and zero wherever a branch meets ambient. Since every node is connected to ambient, that means $\theta=0$. Thus $G$ is positive definite and invertible.

Define $h=G^{-1}e$. Its entries are the steady rises of all nodes per watt put into node $k$ without feedback. The self-resistance is

$$R=h_k=e^TG^{-1}e>0.$$

## Why heat capacity cannot change the verdict

Without the constant source, try $\theta=u\,e^{\lambda t}$. Then $\lambda Cu=-Mu$. Put $y=C^{1/2}u$ and multiply from the left by $C^{-1/2}$:

$$\lambda y=-Ay,\qquad A=C^{-1/2}MC^{-1/2}.$$

$A$ is real and symmetric, so its eigenvalues are real and its eigenvectors form a complete orthogonal set. There are no oscillating modes. Moreover,

$$y^TAy=u^TMu,\qquad u=C^{-1/2}y.$$

As $y$ runs over all nonzero columns, so does $u$. Hence all modes decay if and only if $u^TMu>0$ for every $u\ne0$, a condition that does not contain $C$.

## The threshold

**Below one.** Since $Gh=e$, we have $\theta_k=e^T\theta=h^TG\theta$. The Cauchy–Schwarz inequality for the inner product $a^TGb$ gives

$$\theta_k^2\le(h^TGh)(\theta^TG\theta)=R\,\theta^TG\theta,$$

because $h^TGh=h^Te=R$. For $g\ge0$ it follows that

$$\theta^TM\theta=\theta^TG\theta-g\theta_k^2\ge(1-gR)\,\theta^TG\theta.$$

If $gR<1$, the right side is positive for every nonzero $\theta$, and all modes decay. For $g<0$ the term $-g\theta_k^2$ is not negative, so stability is immediate.

The steady state satisfies $G\theta=(P_0+g\theta_k)e$, hence $\theta=(P_0+g\theta_k)h$. Its $k$th entry is $\theta_k=R(P_0+g\theta_k)$, which gives

$$\theta_k=\frac{RP_0}{1-gR}.$$

**Above one.** Insert $h$ itself:

$$h^TMh=h^TGh-gh_k^2=R-gR^2=R(1-gR)<0.$$

So $A$ has a negative eigenvalue, and a mode grows.

There is just one such mode. Suppose $A$ had two eigenvectors with eigenvalues zero or negative. On the plane they span, $u^TMu\le0$. But some nonzero combination in that plane has $u_k=0$, and for it $u^TMu=u^TGu>0$, a contradiction. All the other modes therefore decay.

**At one.** Here $Mh=e-gRe=0$, so $h$ is a mode of zero rate and the rest decay. Project the driven equation on $h$:

$$\frac{d}{dt}(h^TC\theta)=-h^TM\theta+P_0h^Te=P_0R.$$

Define $D=h^TCh=\sum_iC_ih_i^2$. Modes of different rate are orthogonal with weight $C$, so the part of $\theta$ along $h$ is $(h^TC\theta)h/D$. The other parts settle to constants, and at late times

$$\dot\theta_k\to\frac{P_0R^2}{D}.$$

With $P_0>0$ the temperature then rises without limit, but linearly. "Exceeds one" is thus the condition for exponential runaway, while a stable steady state needs $gR<1$.

## How fast it grows

For a growing mode $v$ with rate $s>0$, the equation is $(G+sC)v=gv_ke$. If $v_k$ were zero, the positive definite matrix $G+sC$ would force $v=0$. We may therefore scale the mode to $v=(G+sC)^{-1}e$, and the equation becomes $v=gv_kv$, or

$$gZ(s)=1,\qquad Z(s)=e^T(G+sC)^{-1}e=v_k.$$

Differentiating the inverse gives $Z'(s)=-v^TCv<0$. $Z$ falls from $R$ at $s=0$ towards zero at large $s$, so a positive root exists only for $gR>1$, and it is unique. Physically, $Z(s)$ is the self-resistance seen by heat that grows as $e^{st}$. Part of that heat is stored on the way, so less temperature rise results per watt. The growth rate adjusts until the loop gain is one.

Bounds follow from writing $s$ as the largest eigenvalue of $-A$:

$$s=\max_{u\ne0}\frac{gu_k^2-u^TGu}{u^TCu}.$$

The trial column $u=h$ gives a lower bound. Dropping $-u^TGu$ above, and keeping only $C_ku_k^2$ below, gives an upper bound:

$$\frac{R(gR-1)}{D}\le s\le\frac{g}{C_k}.$$

Near threshold $Z(s)=R-sD+O(s^2)$, since $Z'(0)=-D$. Setting this equal to $1/g$ gives $s\simeq(gR-1)/(gD)$, and with $1/g\simeq R$ this becomes the lower bound. The maximum formula also shows that enlarging any heat capacity cannot raise $s$, because it can only enlarge the denominator.

## Does a cold start run away?

An unstable mode matters only if it is excited. Let $a=v^TC\theta$. Using $Mv=-sCv$,

$$\dot a=-v^TM\theta+P_0v_k=sa+P_0v_k.$$

Starting from ambient, $a(0)=0$, and with $v_k=Z(s)=1/g$,

$$a(t)=\frac{P_0}{gs}\left(e^{st}-1\right).$$

The amplitude is positive for $P_0>0$. The entries of $v$ are not negative either. If the smallest entry $v_m$ were negative, row $m$ of $(G+sC)v=e$ would have a negative left side, since heat would flow into the coldest node from all its neighbours and from ambient, while the right side is zero or one. The growing part $a\,v/(v^TCv)$ therefore heats the network.

For $gR>1$ the steady formula still returns a number, $-RP_0/(gR-1)$. It lies below ambient and is unstable. Code should test $gR$ before using the formula.

## Worked example: a MOSFET used as a linear load

A silicon power MOSFET of the 100 V class carries current with its gate and drain voltages held fixed. Heating lowers the threshold voltage, which raises the current, and lowers the mobility, which reduces it. For a square-law device,

$$I(\theta)=I_0\left(1+\frac{b\theta}{V_{\rm ov}}\right)^2\left(1+\frac{\theta}{T_0}\right)^{-3/2}.$$

The rough parameters are $I_0=2$ A, gate overdrive $V_{\rm ov}=0.5$ V, threshold fall $b=4$ mV/K and ambient $T_0=298.15$ K (25 °C). The slope at ambient is

$$I'=I_0\left(\frac{2b}{V_{\rm ov}}-\frac{3}{2T_0}\right)=2\,(0.01600-0.00503)=0.02194\ \text{A/K}.$$

The linear law $I_0+I'\theta$ differs from the full current by at most 0.72 % of the linear value up to a rise of 150 K. At drain voltage $V$, $P_0=VI_0$ and $g=VI'$.

The thermal network is:

- die to copper tab, 0.5 K/W;
- tab to heat sink 0.3 K/W, and sink to air 0.9 K/W;
- tab to board 10 K/W, and board to air 10 K/W.

The heat capacities of die, tab, sink and board are 0.008, 1, 50 and 10 J/K. From the tab, the paths of 1.2 and 20 K/W act in parallel:

$$R=0.5+\frac{1.2\times20}{21.2}=0.5+1.132=1.632\ \text{K/W}.$$

The critical drain voltage is

$$V_c=\frac{1}{RI'}=\frac{1}{1.632\times0.02194}=27.9\ \text{V}.$$

Finding the voltage at which the largest numerical eigenvalue of $-C^{-1}M$ crosses zero also gives 27.9 V, both for this sink and for one with ten times the heat capacity.

**Stable case, 12 V.** Here $P_0=24$ W, $g=0.263$ W/K and $gR=0.430$, so the die settles at $1.632\times24/(1-0.430)\approx69$ K above ambient, or 94 °C.

**Stable but too hot.** Suppose the junction limit is 175 °C, a rise of 150 K. The steady die reaches it when $RV(I_0+150I')=150$ K, so

$$V=\frac{150}{1.632\times5.291}=17.4\ \text{V},$$

where $gR$ is only 0.62. Between 17.4 and 27.9 V the linear model has a stable steady state that the device cannot tolerate. The steady temperature must therefore be checked as well as the sign of $1-gR$.

**Runaway case, 36 V.** Now $P_0=72$ W, $g=0.790$ W/K and $gR=1.289$. The rises per watt of die, tab, sink and board are 1.632, 1.132, 0.849 and 0.566 K/W. Weighting their squares by the heat capacities gives $D=0.02+1.28+36.05+3.20=40.55$ K s/W, in which the sink dominates. The lower bound on the growth rate is $1.632\times0.289/40.55=0.0116$ s⁻¹. Solving $gZ(s)=1$ numerically gives 0.0161 s⁻¹, a growth time of 62 s. With the heavier sink and all else fixed, the growth time is 564 s.

The die nevertheless passes its limit after only 1.3 s, found by numerical integration of the linear network from ambient. Exponential growth does not set this time: $st$ is only 0.02, and the growing mode supplies about 12 K of the 150 K. For the first second or so the sink and board are still close to ambient, and the die sees a smaller resistance:

$$R_{\rm fast}=0.5+\frac{1}{1/0.3+1/10}=0.791\ \text{K/W},\qquad gR_{\rm fast}=0.625.$$

That partial network is stable, but its steady rise is $0.791\times72/(1-0.625)\approx152$ K, already just above the limit. With sink and board held at ambient the crossing would come at 1.9 s. The slight warming of the sink, about 3 K, brings it forward to 1.3 s. The growth time $1/s$ must therefore not be used as the time available for shutdown.

The same numbers show which resistance belongs in the criterion. The die-to-tab value alone would give $gR=0.39$ and a false verdict of stability at 36 V.

## Beside a real device

The parameters are meant as plausible for a medium-sized die on a small fan-cooled sink, not as those of a particular part. Three changes show how sensitive the result is to such values. A threshold fall of 6 mV/K instead of 4, with the rest fixed, raises $I'$ to 0.0379 A/K and lowers $V_c$ to about 16 V. Poor solder that doubles the die-to-tab resistance raises $R$ to 2.13 K/W and lowers $V_c$ to about 21 V. A mobility that falls faster acts the other way: an exponent of 2 instead of 3/2 raises $V_c$ to about 33 V, and 2.4 raises it to about 39 V, so that the 36 V case would no longer run away. Smaller corrections, each estimated separately, are these:

- A 5 mm square, 0.2 mm thick die of conductivity 130 W/(m K) contributes 0.06 K/W. If its conductivity falls as $T^{-1.3}$, a die wholly at 175 °C adds 2.6 % to $R$.
- A source resistance of 2 mΩ opposes the current rise. With transconductance $2I_0/V_{\rm ov}=8$ A/V, it divides $I'$ by $1+8\times0.002$, a loss of 1.6 %.
- At 12 V, the increase of radiation above its ambient-temperature value, for a 100 cm² envelope of emissivity 0.9, adds about 1 % to the mean sink-to-air conductance, which sets the steady temperature, and about 2 % to the differential one, which enters the stability test.
- The overdrive is 19 times the thermal voltage of 25.7 mV, so the square law is reasonable here. It would not be near weak inversion.

The assumption that most needs care is a uniformly hot die. To estimate its reach, divide the die into $n=10$ equal strips with lateral silicon conduction, on a tab at one temperature, and give each strip the slope $g/n$. At the threshold of any mode, $Gu=(g/n)u$ on the strips and $Gu=0$ elsewhere. Hence $1/g$ is an eigenvalue of the strip block of $G^{-1}$ divided by $n$. The largest eigenvalue is $R$, for uniform heating. The next gives a critical drain voltage of about 100 V for uneven heating, close to the limit of the voltage class. With a threshold-voltage fall of 6 mV/K instead of 4 it drops to about 60 V, well inside the class. These figures are rough. They treat the whole 0.5 K/W as local to each strip, though the silicon gives only 0.06 K/W of it. If half of it is shared by all strips, they rise to about 190 and 110 V, while a 1.3 mm copper tab that is not at one temperature lowers them to about 85 and 50 V. They also use the slope at ambient, so they describe a die that is still cool: at a steady 2 A this die reaches its junction limit already at 46 V. Nor is a real die as regular as this: its cells differ, its solder may have voids and its tab is not at one temperature, none of which the estimate includes. Linear operation of real MOSFETs can fail through local hot spots, so the manufacturer's safe operating area still governs.

A controller that holds the total current fixed at fixed drain voltage makes the total power constant. It removes the uniform feedback treated here, but not the possibility of uneven heating.

## Where the criterion stops

For a curved power law $P(\theta_k)$, small deviations from a steady state obey the same equations with $g=P'(\theta_k)$ and no constant source. The criterion then decides local stability, except at $gR=1$, where the curvature matters.

The MOSFET shows the difference. At 36 V the full current law has a steady state where $\theta=RVI(\theta)$, found numerically at a rise of 1130 K. Since $RV=\theta/I$ there, the local product is

$$RVI'(\theta)=\theta\,\frac{I'(\theta)}{I(\theta)}=1130\left(\frac{0.016}{10.04}-\frac{1.5}{1428}\right)=0.61,$$

so this state is locally stable. Unlimited growth thus belongs to the linear law. So does the sharp threshold at 27.9 V: with the full law the steady rises at 27 and 29 V are about 509 and 626 K, and both states are locally stable. The distinction offers no protection, because the state lies far beyond the junction limit and the validity of the device model. With the full law the die passes 175 °C after 1.4 s, against 1.3 s with the linear one.

The proof also uses the symmetry of $G$ and an immediate response to the node's own temperature. It does not cover a delayed response, power controlled by another node's temperature, or heat carried one way by a coolant. If the heated node has no path to ambient, no finite $R$ exists. Rounding can hide this: a numerical solve may return a large number of either sign instead of an error, and a negative one would pass for stability. An implementation should therefore check that every node has a heat path to ambient before it solves.
